# Escape of a flickering adatom from a pair of sites

## The question

During epitaxial growth an adatom is caught on two neighbouring sites, A and B, separated by a low barrier. It hops from A to B at rate $a$ and from B to A at rate $b$. It leaves the pair at total rate $e_A$ when it is on A and $e_B$ when it is on B. All four rates are positive and constant. Each hop is memoryless: the adatom thermalises on a site before it moves again, so its next move depends on the present site alone. An adatom that has left the pair is not followed further; if it comes back later, a new escape problem begins.

When the hops between A and B are much faster than the exits, a kinetic Monte Carlo simulation that treats every hop as an event spends much of its effort on this flicker. The aim is to replace the flicker by a single move with the correct statistics.

For the numerical parts, use these model parameters. Every hop has rate $\nu\exp(-E/k_BT)$ with $\nu=10^{13}\ \mathrm{s^{-1}}$ and $T=600$ K. The barriers are 0.50 eV for A to B, 0.45 eV for B to A, 0.65 eV and 0.70 eV for two exits A1 and A2 from site A, and 0.55 eV for the one exit from site B.

## (a) Residence times

*Write the master equation for the two sites. Show that escape is certain, and find the mean total time spent on each site for either start.*

**Answer.** Let $p=(p_A,p_B)$ be the row vector of probabilities that the adatom is still on the pair and sits on A or B. Gain and loss give

$$\frac{dp}{dt}=pQ,\qquad Q=\begin{pmatrix}-(a+e_A)&a\\ b&-(b+e_B)\end{pmatrix}.$$

The rows of $Q$ sum to $-e_A$ and $-e_B$, not to zero, because probability leaks out of the pair. Define

$$s=-\mathrm{tr}\,Q=a+b+e_A+e_B,$$

$$D=\det Q=(a+e_A)(b+e_B)-ab=e_Ae_B+b\,e_A+a\,e_B.$$

The product $ab$ has cancelled, so $D$ is a sum of positive terms. The eigenvalues of $Q$ are $-\lambda_\pm$ with

$$\lambda_\pm=\tfrac12\left(s\pm\sqrt{s^2-4D}\right),\qquad s^2-4D=(a+e_A-b-e_B)^2+4ab>0.$$

Both $\lambda_\pm$ are real, their sum $s$ is positive and their product $D$ is positive, so both are positive. Hence $p(t)\to0$ and escape is certain.

The mean total time on site $j$ is $\int_0^\infty p_j\,dt$. Integrating the master equation over all times gives

$$0-p(0)=\left(\int_0^\infty p\,dt\right)Q\quad\Rightarrow\quad\int_0^\infty p\,dt=p(0)\,N,\qquad N=(-Q)^{-1}.$$

Inverting the $2\times2$ matrix $-Q$, whose determinant is also $D$, gives

$$N=\frac1D\begin{pmatrix}b+e_B&a\\ b&a+e_A\end{pmatrix}.$$

The element $N_{ij}$ is the mean total time on $j$ after a start on $i$, summed over all visits.

## (b) Mean escape time and exit probabilities

*Find the mean escape time and the probability of leaving from each site, for both starts. How are individual exits from one site weighted? Check the results by a second argument.*

**Answer.** Until it escapes, the adatom is on A or on B, so the mean escape time is the sum of the residence times:

$$T_A=N_{AA}+N_{AB}=\frac{a+b+e_B}{D},\qquad T_B=N_{BA}+N_{BB}=\frac{a+b+e_A}{D}.$$

The probability of leaving from $j$ between $t$ and $t+dt$ is $e_jp_j(t)\,dt$. Integration gives $P(j|i)=N_{ij}e_j$, where $i$ is the start:

$$P(A|A)=\frac{e_A(b+e_B)}{D},\qquad P(B|A)=\frac{a\,e_B}{D},$$

$$P(A|B)=\frac{b\,e_A}{D},\qquad P(B|B)=\frac{e_B(a+e_A)}{D}.$$

For each start the two numerators add up to $D$. If exit $m$ from site $j$ has rate $w_{jm}$, the same integral gives it the probability $N_{ij}w_{jm}$. Exits from one site therefore share that site's probability in proportion to their rates.

*Check of the times.* The first stay on A lasts $1/(a+e_A)$ on average, and with probability $a/(a+e_A)$ the adatom then starts afresh on B. Therefore $(a+e_A)T_A=1+aT_B$. Inserting the results,

$$(a+e_A)(a+b+e_B)-a(a+b+e_A)=a\,e_B+b\,e_A+e_Ae_B=D,$$

and division by $D$ gives $(a+e_A)T_A-aT_B=1$, as required.

*Check of the exits.* Let $f_A=a/(a+e_A)$ and $f_B=b/(b+e_B)$ be the probabilities that a stay ends in a hop to the other site. To leave from A after a start on A, the adatom makes $n=0,1,2,\dots$ round trips and then exits:

$$P(A|A)=(1-f_A)\sum_{n=0}^\infty(f_Af_B)^n=\frac{1-f_A}{1-f_Af_B}.$$

Multiplying numerator and denominator by $(a+e_A)(b+e_B)$ turns this into $e_A(b+e_B)/D$.

*Special case.* If $e_A=e_B=e$, then $D=e(a+b+e)$ and $T_A=T_B=1/e$. The flicker does not affect the escape time, because the adatom faces the same escape rate wherever it is.

## (c) Number of flicker hops

*How many hops between A and B occur on average before escape?*

**Answer.** Hops out of A occur at rate $a$ while the adatom is on A, and hops out of B at rate $b$ while it is on B. For a start on A the mean number is

$$n_A=aN_{AA}+bN_{AB}=\frac{a(b+e_B)+ab}{D}=\frac{a(2b+e_B)}{D}.$$

Exchanging the sites gives $n_B=b(2a+e_A)/D$. A simulation that resolves every hop needs on average $n_A+1$ events per escape, the last being the exit itself.

## (d) Distribution of the escape time

*Find the probability $S_A(t)$ that an adatom starting on A has not escaped by time $t$, and the variance of its escape time. Is the escape time exponentially distributed?*

**Answer.** Every $2\times2$ matrix satisfies its own characteristic equation, here $Q^2+sQ+D=0$. Since $S_A=p_A+p_B$ is a linear combination of elements of $\exp(Qt)$, it obeys $S_A''+sS_A'+DS_A=0$ and has the form

$$S_A(t)=C_-e^{-\lambda_-t}+C_+e^{-\lambda_+t}.$$

At $t=0$ the adatom is on A, so $S_A(0)=1$ and $S_A'(0)=-e_A$. Thus $C_-+C_+=1$ and $\lambda_-C_-+\lambda_+C_+=e_A$, with the solution

$$S_A(t)=\frac{(\lambda_+-e_A)e^{-\lambda_-t}-(\lambda_--e_A)e^{-\lambda_+t}}{\lambda_+-\lambda_-}.$$

For the variance, the probability density of the escape time is $-S_A'$, and integration by parts gives $\langle t^2\rangle_A=2\int_0^\infty tS_A\,dt$. A further integration by parts gives

$$\int_0^\infty t\,e^{Qt}dt=-Q^{-1}\int_0^\infty e^{Qt}dt=N^2.$$

Summing the A row of $N^2$ over the final site, and using $N_{AA}=T_A-N_{AB}$,

$$\langle t^2\rangle_A=2(N_{AA}T_A+N_{AB}T_B)=2T_A^2+2N_{AB}(T_B-T_A).$$

With $N_{AB}=a/D$ and $T_B-T_A=(e_A-e_B)/D$, subtraction of $T_A^2$ leaves

$$\mathrm{var}_A=T_A^2+\frac{2a(e_A-e_B)}{D^2}.$$

An exponential law has variance equal to the squared mean. For $e_A\neq e_B$ the escape time is therefore not exponential. If A is the site with the lower escape rate, the spread is below the exponential value for a start on A and above it for a start on B. If $e_A=e_B=e$, then $S'=-eS$ and the law is exponential.

## (e) Correlation of time and exit

*For a start on A, compare the mean escape times of adatoms that leave from A and from B. What follows for a simulation that draws time and exit independently?*

**Answer.** Weighting $t$ with the exit density $e_jp_j(t)$ and dividing by the exit probability, in which $e_j$ cancels, gives

$$\langle t\rangle_{i\to j}=\frac{\int_0^\infty t\,p_j\,dt}{\int_0^\infty p_j\,dt}=\frac{(N^2)_{ij}}{N_{ij}}.$$

For a start on A,

$$\langle t\rangle_{A\to B}=N_{AA}+N_{BB},\qquad\langle t\rangle_{A\to A}=N_{AA}+\frac{N_{AB}N_{BA}}{N_{AA}}.$$

The difference contains $\det N=1/D$:

$$\langle t\rangle_{A\to B}-\langle t\rangle_{A\to A}=\frac{N_{AA}N_{BB}-N_{AB}N_{BA}}{N_{AA}}=\frac{1/D}{(b+e_B)/D}=\frac1{b+e_B}.$$

This is one mean stay on B. The reason lies in the hop sequences. In both groups the number $n$ of completed round trips has weight $(f_Af_B)^n$. An adatom leaving from A has made $n+1$ stays on A and $n$ on B; one leaving from B has made $n+1$ stays on each.

Independent draws from $S_A(t)$ and $P(j|A)$ reproduce each distribution separately but lose this correlation. To keep it, one draws $t$ from $S_A(t)$ and then chooses the exit site with probability proportional to $e_jp_j(t)$ at that $t$.

## (f) Fast and slow flicker

*Find the limits of the mean escape time and exit probabilities when $a$ and $b$ are made very large or very small at fixed ratio. Give the exact error of the fast-flicker time for a start on A.*

**Answer.** With escape switched off, the stationary occupations are $b/(a+b)$ on A and $a/(a+b)$ on B. The escape rate averaged with these weights is

$$k_q=\frac{b\,e_A+a\,e_B}{a+b},\qquad\text{so that}\qquad D=(a+b)k_q+e_Ae_B.$$

For fast flicker the terms proportional to $a+b$ dominate, and both mean times tend to $1/k_q$. For both starts the probability of leaving from A tends to $b\,e_A/(b\,e_A+a\,e_B)$: the adatom forgets where it began. The exact error of the time is

$$T_A-\frac1{k_q}=\frac{(a+b+e_B)k_q-D}{Dk_q}=\frac{e_B(k_q-e_A)}{Dk_q}.$$

Since $k_q-e_A=a(e_B-e_A)/(a+b)$,

$$T_A-\frac1{k_q}=\frac{a\,e_B(e_B-e_A)}{D\,(b\,e_A+a\,e_B)}.$$

If both hop rates are multiplied by a large factor $\kappa$, the numerator grows as $\kappa$ and the denominator as $\kappa^2$, so the error falls as $1/\kappa$. It is positive when $e_A<e_B$. After a start on A, the adatom spends the fraction $N_{AA}/T_A=(b+e_B)/(a+b+e_B)$ of its time on A. This is always more than the stationary $b/(a+b)$. The escape rate averaged over its actual time on the pair is therefore below $k_q$ when $e_A<e_B$ and above it when $e_A>e_B$.

For slow flicker $D\to e_Ae_B$, so $T_A\to1/e_A$ and $P(A|A)\to1$. The adatom leaves from where it started, and $k_q$ is then the wrong rate unless $e_A=e_B$.

## (g) Numbers

*Evaluate the results for the model parameters and judge the fast-flicker estimate.*

**Answer.** At 600 K, $k_BT=0.051704$ eV. The barrier of 0.50 eV gives $a=10^4\exp(-0.50/0.051704)=0.6312\ \mathrm{ns^{-1}}$. In the same way $b=1.6602$, $w_{A1}=0.0347$, $w_{A2}=0.0132$ and $e_B=0.2400\ \mathrm{ns^{-1}}$, and the two exits from A add up to $e_A=0.0479\ \mathrm{ns^{-1}}$. Then

$$D=0.0115+0.0795+0.1515=0.2425\ \mathrm{ns^{-2}},$$

$$T_A=\frac{0.6312+1.6602+0.2400}{0.2425}=10.44\ \mathrm{ns},\qquad T_B=\frac{0.6312+1.6602+0.0479}{0.2425}=9.65\ \mathrm{ns}.$$

In seconds these are $1.044\times10^{-8}$ and $9.65\times10^{-9}$. Of the 10.44 ns, 7.84 ns are spent on A and 2.60 ns on B. The exit probabilities for a start on A are

$$P(A|A)=\frac{0.0479\times1.9002}{0.2425}=0.375,\qquad P(B|A)=\frac{0.6312\times0.2400}{0.2425}=0.625.$$

The first divides into 0.272 for exit A1 and 0.103 for A2. Although the adatom spends three quarters of its time on A, it leaves more often from B, because $e_B$ is five times $e_A$. For a start on B, the probability of leaving from A is 0.328.

The mean number of flicker hops from A is $0.6312\times3.5604/0.2425=9.27$, so one combined move replaces about ten events.

The standard deviation is 10.24 ns for a start on A, 0.981 of the mean, and 10.19 ns for a start on B, 1.057 of the mean. The departure from an exponential is small in the spread but clearer at short times. By 1 ns, 7.6% of the adatoms from A have escaped, against 9.1% for an exponential with the same mean, since the loss rate per surviving adatom starts at $e_A=0.048\ \mathrm{ns^{-1}}$, below $1/T_A=0.096\ \mathrm{ns^{-1}}$, and takes about 1 ns to approach its long-time value $\lambda_-=0.098\ \mathrm{ns^{-1}}$. Adatoms from A that leave from B do so after 10.64 ns on average, and those that leave from A after 10.11 ns. The difference is $1/(b+e_B)=0.53$ ns.

The fast-flicker estimate is $1/k_q=9.92$ ns. It lies 5.0% below the exact $T_A$ and 2.8% above the exact $T_B$. Its probability of leaving from A, 0.344, lies between the exact 0.375 and 0.328. With both hop rates raised tenfold, the error for a start on A falls from 0.520 to 0.054 ns, close to the $1/\kappa$ law.

An event-by-event simulation of 100000 escapes from A gives a mean time of $10.440\pm0.032$ ns, a probability $0.3741\pm0.0015$ of leaving from A, and a delay of $0.50\pm0.07$ ns between the two groups, all within one standard error of the formulas. Further values are in the numerical output.

The digits test the mathematics, not a material. A change of 0.01 eV in one barrier changes its rate by about a fifth at this temperature. The results also require the four rates to stay constant until escape. If another adatom arrives nearby within those 10 ns and alters the barriers, the combined move must be cut short at that moment $t$. The site the adatom then occupies is drawn with probabilities proportional to $p_A(t)$ and $p_B(t)$, and the problem is restarted from that site with the new rates.

## Table of computed values

```
prefactor: 1.0e+13 1/s
temperature: 600 K
thermal energy kT: 0.05170 eV
A to B: barrier 0.50 eV, rate 0.63123 1/ns
B to A: barrier 0.45 eV, rate 1.66022 1/ns
exit A1: barrier 0.65 eV, rate 0.03469 1/ns
exit A2: barrier 0.70 eV, rate 0.01319 1/ns
exit B: barrier 0.55 eV, rate 0.24000 1/ns
total escape rate from A, eA: 0.04788 1/ns
D: 0.24248 1/ns^2
start A, mean time on A: 7.8366 ns
start A, mean time on B: 2.6032 ns
start B, mean time on A: 6.8468 ns
start B, mean time on B: 2.8007 ns
mean escape time T_A: 10.4398 ns
mean escape time T_B: 9.6475 ns
T_A converted: 1.0440e-08 s
T_B converted: 9.6475e-09 s
start A, exit at A: 0.37524
start A, exit at B: 0.62476
start B, exit at A: 0.32785
start B, exit at B: 0.67215
start A, channels A1, A2, B: 0.27187 0.10337 0.62476
start B, channels A1, A2, B: 0.23754 0.09031 0.67215
hop chances f_A, f_B: 0.92949 0.87370
start A, mean flicker hops: 9.269
start B, mean flicker hops: 8.972
decay rates slow, fast: 0.09771 2.48162 1/ns
start A, standard deviation: 10.2403 ns
start B, standard deviation: 10.1943 ns
standard deviation / mean, start A, B: 0.9809 1.0567
start A, survival to 1 ns: 0.92412
exponential law of mean T_A at 1 ns: 0.90866
start A, mean time if exit at A: 10.1110 ns
start A, mean time if exit at B: 10.6373 ns
delay 1/(b+eB): 0.5263 ns
quasi-equilibrium rate k_q: 0.10080 1/ns
quasi-equilibrium time 1/k_q: 9.9202 ns
quasi-equilibrium exit at A: 0.34416
T_A - 1/k_q, flicker x 1: 0.519609 ns
T_A - 1/k_q, flicker x 10: 0.054276 ns
T_A - 1/k_q, flicker x 100: 0.005452 ns
T_A - 1/k_q, flicker x 1000: 0.000545 ns
simulated walks from A: 100000
simulated T_A: 10.440 +- 0.032 ns
simulated exit at A: 0.3741 +- 0.0015
simulated delay: 0.498 +- 0.067 ns
```
